\section*{Matrix elements of one-electron tensor operators in $l^n$ by fractional parentage, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Two $f$ electrons in one determinant}

\textit{Q.} I am told that the matrix element of a one-electron tensor operator in a shell $l^n$ is $n$ times a sum over parent terms, with $6j$ symbols. I doubt the factor $n$, and I doubt the phases more. Show me a case in which I can see everything.

\textit{A.} Take two $f$ electrons ($l=3$) sharing one radial function, in Hartree atomic units, so that $\hbar=1$. Write $\varphi_m$ for the orbital with $l_z=m$ and $\alpha$ for spin up. The state
\begin{equation}
\Psi=\frac{1}{\sqrt2}\,\bigl[\varphi_3(1)\varphi_2(2)-\varphi_2(1)\varphi_3(2)\bigr]\alpha(1)\alpha(2)
\label{eq:3H}
\end{equation}
has $M_L=5$, $M_S=1$. The operator $S_+$ gives zero because both spins are up. The operator $L_+$ gives zero because it annihilates $\varphi_3$ and turns $\varphi_2$ into a multiple of $\varphi_3$, after which the bracket cancels. So $\Psi$ is the top state of a term with $S=1$, $L=5$, that is ${}^3H$. The operator $s_z(1)l_z(1)+s_z(2)l_z(2)$ multiplies each of the two products by $\tfrac12(3+2)$, so its mean value is $5/2$. The operator $s_z(2)l_z(2)$ alone finds electron 2 in $\varphi_2$ with probability $1/2$ and in $\varphi_3$ with probability $1/2$, and its mean value is $\tfrac12\cdot\tfrac12(2+3)=5/4$. The full value is $n=2$ times the value for the last electron.

\textit{Q.} That is a number for one pair $M_S,M_L$. What is the reduced element?

\textit{A.} It needs the convention for the Wigner--Eckart theorem. With $[x]=2x+1$, $[x,y]=[x][y]$, Condon--Shortley phases and integer rank $k$,
\begin{equation}
\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle
=\frac{\langle j'm'\,kq|jm\rangle}{\sqrt{[j]}}\,\langle j\|T^k\|j'\rangle .
\label{eq:WE}
\end{equation}
The two forms agree. By definition $\langle j'm'kq|jm\rangle=(-1)^{j'-k+m}\sqrt{[j]}\left(\begin{smallmatrix}j'&k&j\\m'&q&-m\end{smallmatrix}\right)$, and exchanging the outer columns of a $3j$ symbol costs $(-1)^{j+k+j'}$. The first form therefore carries the exponent $2j-m+k+j'$ and the second $j'-k+m$; their difference $2(j-m)+2k$ is even.

For diagonal elements call the geometric factor $w^{(k)}_{jm}=\langle jm\,k0|jm\rangle/\sqrt{[j]}$. Two facts fix it in simple cases. For $k,k'\le2j$, orthogonality of the $3j$ symbols gives
\begin{equation}
\sum_m w^{(k)}_{jm}w^{(k')}_{jm}=\frac{\delta_{kk'}}{[k]},
\label{eq:worth}
\end{equation}
and the Condon--Shortley rule $\langle jj\,k0|jj\rangle>0$ makes $w^{(k)}_{jj}$ positive. For $k=0$ this gives $w^{(0)}_{jm}=1/\sqrt{[j]}$. For $k=1$, the operator $J_z$ is the $q=0$ component of a vector, so $w^{(1)}_{jm}$ is proportional to $m$; since $\sum_m m^2=j(j+1)[j]/3$,
\begin{equation}
w^{(1)}_{jm}=\frac{m}{\sqrt{j(j+1)[j]}},\qquad \langle j\|J\|j\rangle=\sqrt{j(j+1)[j]} .
\label{eq:J}
\end{equation}
For the spin of one electron this is $\langle s\|s\|s\rangle=\sqrt{3/2}$.

The unit tensor $u^k$ is the operator on the $2l+1$ orbitals of the shell whose elements are given by \eqref{eq:WE} with $\langle l\|u^k\|l\rangle=1$; it exists for $k=0,\dots,2l$. Any orbital tensor $t^k$ has, inside the shell, the matrix $\langle l\|t^k\|l\rangle\,u^k$, because \eqref{eq:WE} fixes everything else. In particular $u^0=1/\sqrt{[l]}$ and $l_q=\sqrt{l(l+1)[l]}\;u^1_q$. The many-electron operators are
\begin{equation}
U^k_q=\sum_{i=1}^n u^k_q(i),\qquad V^{1k}_{\rho q}=\sum_{i=1}^n s_\rho(i)\,u^k_q(i),
\end{equation}
with $s_0=s_z$, $s_{\pm1}=\mp s_\pm/\sqrt2$. $U^k$ is reduced in the orbital space only, and $V^{1k}$, a vector in spin space and a rank-$k$ tensor in orbital space, is reduced in both. For $a=\alpha SL$, $b=\alpha'S'L'$, where $\alpha$ tells repeated terms apart,
\begin{align}
\langle aM_SM_L|U^k_q|bM_S'M_L'\rangle&=\delta_{M_SM_S'}\frac{\langle L'M_L'\,kq|LM_L\rangle}{\sqrt{[L]}}\langle a\|U^k\|b\rangle,\label{eq:redU}\\
\langle aM_SM_L|V^{1k}_{\rho q}|bM_S'M_L'\rangle&=\frac{\langle S'M_S'\,1\rho|SM_S\rangle}{\sqrt{[S]}}\,\frac{\langle L'M_L'\,kq|LM_L\rangle}{\sqrt{[L]}}\langle a\|V^{1k}\|b\rangle .\label{eq:redV}
\end{align}
For the state \eqref{eq:3H}, $l(l+1)[l]=84$, so $\langle V^{11}_{00}\rangle=(5/2)/\sqrt{84}$. The geometric factors from \eqref{eq:J} are $1/\sqrt6$ for $S=1$ and $5/\sqrt{330}$ for $L=5$. Dividing,
\begin{equation}
\langle{}^3H\|V^{11}\|{}^3H\rangle=\frac{5}{2\sqrt{84}}\cdot\sqrt6\cdot\frac{\sqrt{330}}{5}=\frac12\sqrt{\frac{165}{7}}=\sqrt{\frac{165}{28}} .
\label{eq:V3H}
\end{equation}
Any general formula has to return this number.

\section{Parents and the factor $n$}

\textit{Q.} With two electrons, removing one leaves a single electron and there is nothing to choose. With three, what is a parent, and why should the expansion exist?

\textit{A.} Let $\Psi=|aM_SM_L\rangle$ be antisymmetric in electrons $1,\dots,n$, all in the shell $l$. Expand it in the $4l+2$ spin orbitals $\phi_\mu$ of the last electron, $\Psi=\sum_\mu\Phi_\mu(1,\dots,n-1)\,\phi_\mu(n)$. An exchange $P_{ij}$ with $i,j<n$ turns $\Psi$ into $-\Psi$ and does not touch $\phi_\mu(n)$. The $\phi_\mu$ are linearly independent, so each $\Phi_\mu$ changes sign by itself and is an antisymmetric state of $l^{n-1}$. Such a state is a combination of the orthonormal term states $|p\,\bar M_S\bar M_L\rangle$ of $l^{n-1}$, with $p=\bar\alpha\bar S\bar L$. The products of these with $\phi_\mu(n)$ are related by an orthogonal transformation to the coupled states
\begin{equation}
|p,l_n;SM_SLM_L\rangle=\sum\langle\bar S\bar M_S\,\tfrac12m_s|SM_S\rangle\langle\bar L\bar M_L\,lm|LM_L\rangle\,|p\,\bar M_S\bar M_L\rangle\,|m_s\,m\rangle_n ,
\label{eq:coupled}
\end{equation}
in which the parent is coupled first and electron $n$ second. These are eigenstates of $S^2,S_z,L^2,L_z$, and only those with the eigenvalues of $\Psi$ can overlap it. Hence
\begin{equation}
|aM_SM_L\rangle=\sum_p c_a(p)\,|p,l_n;SM_SLM_L\rangle .
\label{eq:cfp}
\end{equation}
The numbers $c_a(p)$ are the coefficients of fractional parentage (cfps). They do not depend on $M_S,M_L$, because $S_-$ and $L_-$ act on both sides of \eqref{eq:cfp} with the same factors. They can be taken real, because $S_\pm$, $L_\pm$ are real matrices in the basis of determinants, so the term states can be chosen real. The states \eqref{eq:coupled} are orthonormal, and therefore two terms $a,b$ with the same $S$ and $L$ obey $\sum_pc_a(p)c_b(p)=\delta_{ab}$. For terms with different $S$ or $L$ that sum has no such meaning, since the vectors \eqref{eq:coupled} are then different vectors.

\textit{Q.} A single state \eqref{eq:coupled} is not antisymmetric in electron $n$. Then electron $n$ is special, and your factor $n$ looks unjustified.

\textit{A.} The factor is taken out before the expansion is used. Let $F=\sum_if(i)$, and let $|a\rangle$, $|b\rangle$ be fully antisymmetric. The exchange $P_{in}$ is Hermitian, and $f(i)=P_{in}f(n)P_{in}$. Then
\begin{equation}
\langle a|f(i)|b\rangle=\langle P_{in}a|f(n)|P_{in}b\rangle=(-1)^2\langle a|f(n)|b\rangle,\qquad
\langle a|F|b\rangle=n\,\langle a|f(n)|b\rangle .
\label{eq:n}
\end{equation}
Only now are \eqref{eq:cfp} and \eqref{eq:coupled} inserted. The separate terms need not be antisymmetric in electron $n$; their sum is, and that is the condition which determines the cfps. Since $f(n)$ does not act on electrons $1,\dots,n-1$, the parents contribute their overlap $\delta_{pp'}\delta_{\bar M_S\bar M_S'}\delta_{\bar M_L\bar M_L'}$, and the double sum over parents becomes single:
\begin{equation}
\langle a|F|b\rangle=n\sum_pc_a(p)c_b(p)\,\langle p,l_n;SM_SLM_L|f(n)|p,l_n;S'M_S'L'M_L'\rangle .
\label{eq:single}
\end{equation}
Two terms without a common parent are not connected by any one-electron operator that acts within the shell.

\section{An operator acting on the second of two coupled parts}

\textit{Q.} Now the $6j$ symbol. I do not want the phase quoted from memory.

\textit{A.} Define the $6j$ symbol by the overlap of the two ways of coupling three angular momenta,
\begin{align}
&\langle(j_1j_2)J_{12},j_3;J\,|\,j_1,(j_2j_3)J_{23};J\rangle\nonumber\\
&\quad=\sum\langle j_1m_1j_2m_2|J_{12}M_{12}\rangle\langle J_{12}M_{12}j_3m_3|JM\rangle\langle j_2m_2j_3m_3|J_{23}M_{23}\rangle\langle j_1m_1J_{23}M_{23}|JM\rangle\nonumber\\
&\quad=(-1)^{j_1+j_2+j_3+J}\sqrt{[J_{12},J_{23}]}\begin{Bmatrix}j_1&j_2&J_{12}\\j_3&J&J_{23}\end{Bmatrix},
\label{eq:6jdef}
\end{align}
the sum running over all projections except the fixed $M$. Its value is given by the Racah formula,
\begin{equation}
\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}=\Delta_{abc}\Delta_{aef}\Delta_{dbf}\Delta_{dec}\sum_t\frac{(-1)^t(t+1)!}{\prod_{i=1}^4(t-\tau_i)!\prod_{j=1}^3(\kappa_j-t)!},
\label{eq:racah}
\end{equation}
where $\Delta_{abc}^2=(a+b-c)!(a-b+c)!(-a+b+c)!/(a+b+c+1)!$, the $\tau_i$ are the sums of the four triads $abc$, $aef$, $dbf$, $dec$, the $\kappa_j$ are $a+b+d+e$, $b+c+e+f$, $a+c+d+f$, and $t$ runs from the largest $\tau_i$ to the smallest $\kappa_j$. A permutation of columns, or an exchange of upper and lower entries in two columns, only permutes the triads and the $\kappa_j$, so the symbol is invariant under these operations. It vanishes when a triad violates the triangle condition.

Let $T^k$ act on part 2 of a system coupled as $|j_1j_2;JM\rangle$. It commutes with $\mathbf j_1$, so its commutators with $\mathbf J=\mathbf j_1+\mathbf j_2$ equal those with $\mathbf j_2$, and it is a rank-$k$ tensor for the total system as well. Write $R=\langle j_1j_2J\|T^k\|j_1j_2'J'\rangle$ and $R_2=\langle j_2\|T^k\|j_2'\rangle$. Multiply the element $\langle JM|T^k_q|J'M'\rangle$ by $\langle J'M'kq|JM\rangle$ and sum over $M'$ and $q$ at fixed $M$. By \eqref{eq:WE} in the coupled space and the normalization $\sum_{M'q}\langle J'M'kq|JM\rangle^2=1$, the result is $R/\sqrt{[J]}$. Alternatively, expand both coupled states and use \eqref{eq:WE} on part 2:
\begin{align}
\frac{R}{\sqrt{[J]}}&=\frac{R_2}{\sqrt{[j_2]}}\sum\langle j_1m_1j_2'm_2'|J'M'\rangle\langle J'M'kq|JM\rangle\langle j_2'm_2'kq|j_2m_2\rangle\langle j_1m_1j_2m_2|JM\rangle\nonumber\\
&=\frac{R_2}{\sqrt{[j_2]}}\,(-1)^{j_1+j_2'+k+J}\sqrt{[J',j_2]}\begin{Bmatrix}j_1&j_2'&J'\\k&J&j_2\end{Bmatrix}.
\end{align}
The sum is \eqref{eq:6jdef} for the three angular momenta $j_1$, $j_2'$, $k$ with $J_{12}=J'$, $J_{23}=j_2$: the operator behaves as a third angular momentum that can be attached to $j_2'$ or to $J'$. The factor $\sqrt{[j_2]}$ cancels. Exchanging upper and lower entries in the second and third columns and then exchanging the first and third columns gives
\begin{equation}
\langle j_1j_2J\|T^k\|j_1j_2'J'\rangle=(-1)^{j_1+j_2'+J+k}\sqrt{[J,J']}\begin{Bmatrix}j_2&J&j_1\\J'&j_2'&k\end{Bmatrix}\langle j_2\|T^k\|j_2'\rangle .
\label{eq:lemma}
\end{equation}
The $J$ in the phase is that of the bra. If $J,J',k$ do not form a triangle, all matrix elements and the right side vanish, and the reduced element, which \eqref{eq:WE} then leaves open, is set to zero.

\textit{Q.} For $V^{1k}$ you will want to apply this once for spin and once for orbit. But a parent state of several electrons is not a spin function times an orbital function.

\textit{A.} It need not be. In \eqref{eq:single} the parent enters only through its overlap, which is a product of a Kronecker symbol in $\bar M_S$ and one in $\bar M_L$. The one-electron element of $s_\rho u^k_q$ is a product of $\langle m_s|s_\rho|m_s'\rangle$ and $\langle m|u^k_q|m'\rangle$, and the coefficients in \eqref{eq:coupled} are products too. The element in \eqref{eq:single} is thus
\begin{align}
&\Bigl[\sum\langle\bar S\bar M_S\tfrac12m_s|SM_S\rangle\langle\bar S\bar M_S\tfrac12m_s'|S'M_S'\rangle\langle m_s|s_\rho|m_s'\rangle\Bigr]\nonumber\\
&\qquad\times\Bigl[\sum\langle\bar L\bar M_Llm|LM_L\rangle\langle\bar L\bar M_Llm'|L'M_L'\rangle\langle m|u^k_q|m'\rangle\Bigr],
\label{eq:factor}
\end{align}
and each bracket is exactly the element that \eqref{eq:lemma} reduces, with $(j_1,j_2,J,k)=(\bar S,\tfrac12,S,1)$ and $(\bar L,l,L,k)$. For $U^k$ the spin operator is the unit, and the first bracket is $\delta_{SS'}\delta_{M_SM_S'}$ by orthogonality of the coupling coefficients. Comparing with \eqref{eq:redU} and \eqref{eq:redV}, and using $\langle l\|u^k\|l\rangle=1$ and $\langle s\|s\|s\rangle=\sqrt{3/2}$,
\begin{align}
\langle a\|U^k\|b\rangle&=\delta_{SS'}\,n\sqrt{[L,L']}\sum_pc_a(p)c_b(p)\,(-1)^{\bar L+l+L+k}\begin{Bmatrix}l&L&\bar L\\L'&l&k\end{Bmatrix},\label{eq:U}\\
\langle a\|V^{1k}\|b\rangle&=n\sqrt{\tfrac32}\sqrt{[S,L,S',L']}\sum_pc_a(p)c_b(p)\,(-1)^{\bar S+\frac12+S+1}\begin{Bmatrix}\frac12&S&\bar S\\S'&\frac12&1\end{Bmatrix}\nonumber\\
&\hspace{9em}\times(-1)^{\bar L+l+L+k}\begin{Bmatrix}l&L&\bar L\\L'&l&k\end{Bmatrix}.\label{eq:V}
\end{align}
Both exponents are integers, since $S-\bar S=\pm\tfrac12$. The selection rules are those of the triads: $k\le2l$, $|L-L'|\le k\le L+L'$, and for $V^{1k}$ also $|S-S'|\le1$ with $S=S'=0$ excluded.

\textit{Q.} Which details of these two lines need care?

\textit{A.} Three. The first is the phase $(-1)^L$ against $(-1)^{L'}$. The symbol in \eqref{eq:U} is unchanged when $L$ and $L'$ are exchanged (exchange upper and lower entries in the first two columns, then exchange these columns), and so is the spin symbol under $S\leftrightarrow S'$. Only the phases change when bra and ket are exchanged, so
\begin{equation}
\langle b\|U^k\|a\rangle=(-1)^{L-L'}\langle a\|U^k\|b\rangle,\qquad
\langle b\|V^{1k}\|a\rangle=(-1)^{L-L'+S-S'}\langle a\|V^{1k}\|b\rangle .
\label{eq:sym}
\end{equation}
The matrices of reduced elements are in general not symmetric. Writing $L'$ for $L$ in the phase multiplies an element by $(-1)^{L-L'}$; this is the transposed element for $U^k$ and for $V^{1k}$ with $S=S'$, and minus the transposed element for $V^{1k}$ with $|S-S'|=1$. The second is the order of coupling. Coupling the electron first multiplies each state \eqref{eq:coupled} by $(-1)^{\bar S+\frac12-S}(-1)^{\bar L+l-L}$, so cfps defined for one order, combined with the lemma for the other, give the element times $(-1)^{n-S-S'-L-L'}$. This sign is the same for every parent and is $+1$ on the diagonal, but off the diagonal it can give the wrong sign for the given states. The third is normalization: reducing $U^k$ in spin space as well adds $\langle S\|1\|S\rangle=\sqrt{[S]}$, and one is equally free to scale $u^k$ by $\sqrt{[k]}$ or to remove $\sqrt{3/2}$ from $V$. As long as the form \eqref{eq:WE} is kept, the one-electron values, $1$ for $U^k$ and $\sqrt{3/2}$ for $V^{1k}$ here, tell these choices apart.

The parent sums \eqref{eq:U} and \eqref{eq:V} are now derived, with the factor $n$ and every phase accounted for. It remains to test them against \eqref{eq:V3H}, to find values for the cfps, and to evaluate reduced elements and energies.
